# Band offsets between electron-affinity alignment and aligned charge-neutrality levels

Two semiconductors, a on the left ($z<0$) and b on the right ($z>0$), meet at a flat interface. Before contact each is described by three energies: the electron affinity $\chi_i$, the gap $G_i$, and the depth $\Phi_i$ of the charge-neutrality level (CNL) below the vacuum level. The model assigns to each side electronic states in its gap near the interface. Where a band of one material faces the gap of the other, such states arise because bulk states decay into the gap. At energies inside both gaps there are no bulk states that could do this, and the density of gap states is there an effective parameter for the response of the interface charge. Such a parameter describes how the charge answers a shift of one material against the other. If the interface has no real states in the common gap, its charge does not change when the Fermi level moves within that gap. The level $E_F$ computed below is then a bookkeeping quantity of the model and not the actual Fermi level. The CNL is the energy up to which these states must be filled for their side to be neutral.

The model has the following assumptions.

- The gap states on side $i$ have a constant density $D_i$ per area and energy.
- Their excess charge sits in a sheet at distance $\lambda_i$ from the interface, in a medium of dielectric constant $\varepsilon_i$. At distances of a few ångström, $\varepsilon_i$ is an effective parameter.
- The CNL of each side moves rigidly with the bands of that side.
- The Fermi level at the interface lies in both gaps. There are no fixed interface charges and no additional dipole from chemical bonds.

Gaussian units are used, with $e>0$. Energies are electron energies, and the zero is the vacuum level of a. The conduction-band offset is $\Delta E_c=E_{c,b}-E_{c,a}$, positive when the edge of b is higher.

## (a) Charge transfer

*Contact raises all electron energies of b by an unknown step $\Delta$ relative to a. Neglecting doping charge, find the Fermi level at the interface and the charge on each sheet.*

**Solution.** After contact the two CNLs are

$$E_a=-\Phi_a,\qquad E_b=-\Phi_b+\Delta. \tag{1}$$

Filling the states of side $i$ from $E_i$ to $E_F$ adds $D_i(E_F-E_i)$ electrons per area, so the sheet charges are

$$\sigma_i=-eD_i(E_F-E_i).$$

Without other charges, $\sigma_a+\sigma_b=0$. This gives $D_a(E_F-E_a)+D_b(E_F-E_b)=0$, or

$$E_F=\frac{D_aE_a+D_bE_b}{D_a+D_b}. \tag{2}$$

The Fermi level is the mean of the two CNLs weighted by the densities of states, and it lies closer to the CNL of the side with more gap states. Subtracting $E_a$,

$$E_F-E_a=\frac{D_b}{D_a+D_b}(E_b-E_a),$$

and therefore

$$\sigma_a=-eD_r(E_b-E_a),\qquad D_r=\frac{D_aD_b}{D_a+D_b},\qquad \sigma_b=-\sigma_a. \tag{3}$$

If the CNL of b is the higher one, electrons move to a and $\sigma_a$ is negative. The densities combine like capacitors in series, because every electron removed from one set of states must be placed in the other.

## (b) The step and the offset

*Use Gauss's law to find $\Delta$ self-consistently, and from it the conduction- and valence-band offsets.*

**Solution.** The sheets are at $z=-\lambda_a$ and $z=+\lambda_b$, with no field outside them. Between them the displacement is $4\pi\sigma_a$, so the field is $4\pi\sigma_a/\varepsilon_a$ over the length $\lambda_a$ and $4\pi\sigma_a/\varepsilon_b$ over the length $\lambda_b$. The electrostatic potential changes from a to b by

$$\varphi_b-\varphi_a=-4\pi\sigma_a\ell,\qquad \ell=\frac{\lambda_a}{\varepsilon_a}+\frac{\lambda_b}{\varepsilon_b}.$$

An electron has the potential energy $-e\varphi$, hence

$$\Delta=4\pi e\ell\sigma_a=-4\pi e^2D_r\ell\,(E_b-E_a). \tag{4}$$

The minus sign expresses screening: if the CNL of b is higher, the transferred charge lowers b. By (1), $E_b-E_a=\Phi_a-\Phi_b+\Delta$. Inserting (4) and collecting the terms in $E_b-E_a$,

$$(1+4\pi e^2D_r\ell)(E_b-E_a)=\Phi_a-\Phi_b,$$

so that

$$E_b-E_a=S(\Phi_a-\Phi_b),\qquad S=\frac{1}{1+4\pi e^2D_r\ell}. \tag{5}$$

The pinning factor $S$ is the fraction of the initial CNL mismatch that survives contact. The step removes the rest:

$$\Delta=(E_b-E_a)-(\Phi_a-\Phi_b)=-(1-S)(\Phi_a-\Phi_b). \tag{6}$$

The conduction edges are $E_{c,a}=-\chi_a$ and $E_{c,b}=-\chi_b+\Delta$. Their difference is

$$\Delta E_c=\chi_a-\chi_b-(1-S)(\Phi_a-\Phi_b),$$

which, on regrouping, becomes

$$\boxed{\Delta E_c=(\chi_a-\Phi_a)-(\chi_b-\Phi_b)+S(\Phi_a-\Phi_b)} \tag{7}$$

The valence edges lie lower by $G_a$ and $G_b$. The valence offset, counted positive when the edge of a is higher, is

$$\Delta E_v=E_{v,a}-E_{v,b}=(E_{c,a}-G_a)-(E_{c,b}-G_b)=G_b-G_a-\Delta E_c. \tag{8}$$

## (c) The two limits, and three materials

*Examine $S\to1$ and $S\to0$. Do the offsets of three materials, taken pairwise around a cycle, add up to zero?*

**Solution.** If $4\pi e^2D_r\ell\ll1$, the transferred charge produces only a negligible potential step. Then $S\to1$, the CNLs cancel from (7), and

$$\Delta E_c\to\chi_a-\chi_b.$$

This is electron-affinity alignment: the vacuum levels of the two sides stay aligned. One side with few gap states is enough, because $D_r$ is smaller than either density, provided the Fermi level stays in both gaps. By (2), $D_a\to0$ moves $E_F$ to the CNL of b, so that level must lie inside the gap of a. With the energies of (e) it does not: it lies at $-5.8$ eV, below the valence edge of a at $-5.2$ eV. Holes would then accumulate in a and produce a step of the kind treated in (f).

If $4\pi e^2D_r\ell\gg1$, then $S\to0$ and $E_b-E_a\to0$. The CNLs align, and

$$\Delta E_c\to(\Phi_b-\chi_b)-(\Phi_a-\chi_a).$$

Each bracket is the distance from the CNL up to the conduction edge, so the vacuum level has dropped out. If the limit is reached through large densities at fixed $\ell$, the transferred charge tends to a finite value: by (4) and (6), $4\pi e\ell\sigma_a\to-(\Phi_a-\Phi_b)$. A very small residual mismatch multiplied by a very large density supplies it.

For three materials 1, 2, 3, add the offsets of the pairs 1–2, 2–3 and 3–1. The affinities cancel, leaving

$$-\sum_{\text{cycle}}(1-S_{ij})(\Phi_i-\Phi_j).$$

This vanishes if all pairs share one value of $S$, including both limits. In general $S_{ij}$ depends on the pair, and the offsets need not be additive.

## (d) Metal contacts and the pinning factor of a pair

*Let a become a metal. Then express the $S$ of a semiconductor pair through the pinning factors of its two members at metal contacts.*

**Solution.** An ideal metal has $D_a\to\infty$ and $\lambda_a\to0$, so $D_r\to D_b$ and $\ell\to\lambda_b/\varepsilon_b$. Define for each semiconductor

$$g_i=\frac{4\pi e^2D_i\lambda_i}{\varepsilon_i},\qquad S_i=\frac{1}{1+g_i}. \tag{9}$$

Then $S_b$ is the pinning factor of b at an ideal metal. A real metal screens over a length of order 0.5 Å, which adds to $\ell$. For b of part (e), with $\lambda_b/\varepsilon_b=0.375$ Å, this would lower the factor from 0.60 to about 0.39. Measured barrier slopes are therefore not the $S_i$ of (9). The model also takes $D_i$ and $\lambda_i$ to be the same at a metal and at a semiconductor, which need not hold. The metal's Fermi level takes the place of both $\chi_a$ and $\Phi_a$, each equal to its work function $W$, and (7) becomes the Schottky barrier for electrons, $S_b(W-\Phi_b)+\Phi_b-\chi_b$.

For two semiconductors, (5) gives

$$\frac1S-1=\frac{4\pi e^2D_aD_b}{D_a+D_b}\left(\frac{\lambda_a}{\varepsilon_a}+\frac{\lambda_b}{\varepsilon_b}\right)=\frac{D_bg_a+D_ag_b}{D_a+D_b}. \tag{10}$$

This is a weighted mean of $g_a$ and $g_b$, so $S$ lies between $S_a$ and $S_b$.

It is tempting to use the metal-contact value of the wide-gap partner for the pair. If b is that partner, (10) can be written

$$\frac1S-1=g_b\,\frac{1+r}{1+D_b/D_a},\qquad r=\frac{\lambda_a/\varepsilon_a}{\lambda_b/\varepsilon_b}. \tag{11}$$

A small ratio $D_b/D_a$ is therefore not sufficient. For $1/S-1\approx g_b$ one also needs $r\ll1$, meaning that the dipole length of a is negligible beside that of b. Whatever the ratio of the densities, the approximation also holds if $r\approx D_b/D_a$, which is the case $g_a\approx g_b$. Finally, the choice has little effect on the offset if $g_a$ and $g_b$ are both much smaller than 1, since $S$ and $S_b$ are then both close to 1, or both much larger than 1, since $S$ and $S_b$ are then both close to 0.

## (e) A worked example

*Evaluate the offsets for a semiconductor a with a moderate gap and a wide-gap insulator b with these model parameters:*

- *a: $\chi_a=4.0$, $\Phi_a=4.8$, $G_a=1.2$ eV; $D_a=0.040$ Å$^{-2}$ eV$^{-1}$, $\lambda_a=3.0$ Å, $\varepsilon_a=12$.*
- *b: $\chi_b=2.0$, $\Phi_b=5.8$, $G_b=6.0$ eV; $D_b=0.010$ Å$^{-2}$ eV$^{-1}$, $\lambda_b=1.5$ Å, $\varepsilon_b=4$.*

**Solution.** The reduced density and the dipole length are

$$D_r=\frac{0.040\times0.010}{0.050}=0.0080\ \text{Å}^{-2}\,\text{eV}^{-1},\qquad \ell=\frac{3.0}{12}+\frac{1.5}{4}=0.625\ \text{Å}.$$

With $4\pi e^2=180.95$ eV Å,

$$4\pi e^2D_r\ell=180.95\times0.0080\times0.625=0.905,\qquad S=\frac1{1.905}=0.525.$$

The initial mismatch is $\Phi_a-\Phi_b=-1.0$ eV: the CNL of b starts 1.0 eV below that of a. Equation (6) gives $\Delta=-(0.475)(-1.0)=+0.475$ eV, and the offsets are

$$\Delta E_c=(4.0-4.8)-(2.0-5.8)+0.525\times(-1.0)=2.475\ \text{eV},$$

$$\Delta E_v=6.0-1.2-2.475=2.325\ \text{eV}.$$

Affinity alignment would give 2.0 and 2.8 eV, and aligned CNLs 3.0 and 1.8 eV. The pair lies almost midway.

After contact $E_b-E_a=-0.525$ eV. By (3), $0.0080\times0.525=0.0042$ electrons per Å$^2$, or $4.2\times10^{13}$ cm$^{-2}$, have moved from a to b. This makes b negative and raises its bands, in agreement with the sign of $\Delta$. The Fermi level lies $0.2\times0.525=0.105$ eV below the CNL of a and 0.420 eV above that of b. The valence edge of a is 0.4 eV below its CNL, so the Fermi level is 0.295 eV above this edge. It also lies inside the much wider gap of b, as the model requires.

For the metal contacts, (9) gives $g_a=1.81$ and $g_b=0.679$, so $S_a=0.356$ and $S_b=0.596$. The weighted mean (10) is $0.2\times1.81+0.8\times0.679=0.905$, as before. Using $S_b$ for the pair would give $\Delta E_c=2.404$ eV, which is 0.071 eV below the pair result. Here $D_b/D_a=0.25$ but $r=0.25/0.375=0.67$, so $r$ is neither small nor close to $D_b/D_a$.

## (f) Doping charge

*Let the depletion or accumulation layers outside the sheets carry charges $Q_a$ and $Q_b$ per area. How does the step between the sheets change?*

**Solution.** Deep in both materials the field vanishes, so the total charge is zero: $\sigma_a+\sigma_b+Q_a+Q_b=0$. With the filling law of (a),

$$E_F=\frac{D_aE_a+D_bE_b}{D_a+D_b}+\frac{Q_a+Q_b}{e(D_a+D_b)},$$

$$\sigma_a=-eD_r(E_b-E_a)-\frac{D_a(Q_a+Q_b)}{D_a+D_b}.$$

The displacement between the sheets is now set by all charge to the left, $Q_a+\sigma_a$. Since $Q_a-D_a(Q_a+Q_b)/(D_a+D_b)=(D_bQ_a-D_aQ_b)/(D_a+D_b)$,

$$\Delta=-4\pi e^2D_r\ell(E_b-E_a)+P,\qquad P=4\pi e\ell\,\frac{D_bQ_a-D_aQ_b}{D_a+D_b}.$$

Here $E_i$ and $\Delta$ refer to the positions of the sheets. Repeating the steps to (5) gives $E_b-E_a=S(\Phi_a-\Phi_b+P)$, so

$$\Delta=-(1-S)(\Phi_a-\Phi_b)+SP. \tag{12}$$

The extra term $P$, which itself depends on the densities of gap states, enters the step multiplied by the same factor $S$. For $Q_a/e=10^{12}$ cm$^{-2}=10^{-4}$ Å$^{-2}$ and $Q_b=0$, the shift in the example is

$$SP=0.525\times180.95\times0.625\times0.2\times10^{-4}\ \text{eV}=1.2\ \text{meV}.$$

This is small beside the step of 475 meV. The case is a favourable one. For $Q_b=-Q_a$ the factor 0.2 is replaced by 1 and the shift is 5.9 meV, and it reaches 59 meV for accumulation charges of $10^{13}$ cm$^{-2}$. Doping sets the Fermi level far from the interface, and the band bending joins that position to the one at the interface. The bending extends outside the sheets and is not part of the offset. For the offset, doping can be neglected as long as $SP$ is small on the scale of the accuracy wanted. The Fermi level at the interface can be more sensitive: if both sides have few gap states, the term $(Q_a+Q_b)/e(D_a+D_b)$ can be large even when $SP$ is small. If the densities are only effective parameters and no real states lie in the common gap, the sheets cannot take up a net charge. Then $Q_a+Q_b=0$, $P=4\pi e\ell Q_a$, and the Fermi level at the interface is set by the doping and the band bending.

## (g) Densities that depend on energy

*Which parts of the result survive if $D_i$ varies with energy?*

**Solution.** The number of excess electrons on side $i$ is an integral from $E_i$ to $E_F$. Wherever $E_F\ne E_i$ it can be written

$$\int_{E_i}^{E_F}D_i(E)\,dE=\bar D_i(E_F-E_i),$$

where $\bar D_i$ is the average over this window. The algebra of (a) and (b) then holds with $\bar D_i$ in place of $D_i$. The windows depend on the solution, however, so in general $S$ depends on the CNL mismatch. It remains the ratio $(E_b-E_a)/(\Phi_a-\Phi_b)$, but where it varies with the mismatch it is no longer the slope of $\Delta E_c$ against $\Phi_a-\Phi_b$ at fixed $\Phi_i-\chi_i$.

As an example take $D_i(E)=D_i[1+(E-E_i)^2/w^2]$ with $w=1$ eV, so that $\bar D_i=D_i[1+(E_F-E_i)^2/3w^2]$. Solving the neutrality condition and (4) together by numerical root finding gives $S=0.514$ for the mismatch of 1.0 eV. For $\Phi_b-\Phi_a=0.25$ eV it gives $S=0.524$, close to the constant-density value 0.525. The averages grow with the mismatch, and a larger $\bar D_r$ means stronger pinning. At 1.0 eV the conduction offset rises by about 0.01 eV.

## (h) Charge that is not in sheets

*Replace the sheets by gap states that decay exponentially into each side. Does (7) survive, and with which $S$?*

**Solution.** Let the density of gap states per volume and energy be $n_i(z)=(D_i/\lambda_i)e^{-|z|/\lambda_i}$, which has the total $D_i$ and the mean depth $\lambda_i$. Let $U(z)$ be the electrostatic energy of an electron, with $U(-\infty)=0$ and $U(\infty)=\Delta$. The height of the local CNL above the Fermi level is $w(z)=U(z)-\Phi_i-E_F$. The charge density is $en_iw$, and Gauss's law for $U=-e\varphi$ reads

$$\frac{d}{dz}\left(\varepsilon\frac{dU}{dz}\right)=4\pi e^2n_iw. \tag{13}$$

Within each side $U'=w'$. Put $x=x_ie^{-|z|/2\lambda_i}$ with $x_i=2\sqrt{g_i}$. Since $dx/d|z|=-x/2\lambda_i$, the left side of (13) divided by $\varepsilon_i$ is $(x^2w_{xx}+xw_x)/4\lambda_i^2$. The right side divided by $\varepsilon_i$ is $(g_i/\lambda_i^2)(x/x_i)^2w=x^2w/4\lambda_i^2$. Hence

$$x^2w_{xx}+xw_x-x^2w=0,$$

the modified Bessel equation of order zero. Deep inside, $x\to0$. The solution $K_0$ behaves there as $-\ln x$, which is linear in $|z|$ and means a remaining field, so it is excluded. Thus $w=A_iI_0(x)$, and $A_i$ is the value of $w$ deep in side $i$.

At $z=0$, $U$ and $\varepsilon U'$ are continuous, while $w$ jumps by $\Phi_a-\Phi_b$. With $I_0'=I_1$ and $p_i=\varepsilon_ix_iI_1(x_i)/2\lambda_i$, the conditions are

$$A_bI_0(x_b)-A_aI_0(x_a)=\Phi_a-\Phi_b,\qquad p_aA_a=-p_bA_b.$$

The opposite signs in the second condition arise because $|z|$ grows in opposite directions on the two sides. Eliminating $A_a=-p_bA_b/p_a$ gives

$$A_b=\frac{p_a(\Phi_a-\Phi_b)}{p_aI_0(x_b)+p_bI_0(x_a)}.$$

The CNL difference far from the interface is $A_b-A_a=A_b(p_a+p_b)/p_a$. It is again $S(\Phi_a-\Phi_b)$, now with

$$S=\frac{p_a+p_b}{p_aI_0(x_b)+p_bI_0(x_a)}. \tag{14}$$

The steps from (5) to (7) use nothing else about $S$, so the interpolation formula survives. For small $g_i$, $I_0(x_i)\approx1+g_i$ and $p_i\approx4\pi e^2D_i$, and (14) reduces to (10). The sheet model is the weak-coupling limit of the spread charge.

When $g_a=g_b=g$, (14) becomes $S=1/I_0(2\sqrt g)$. Since $I_0(2\sqrt g)=1+g+g^2/4+\dots$ has positive terms, pinning is then stronger than the sheet value $1/(1+g)$.

In the example $x_a=2.69$ and $x_b=1.65$, which is outside the weak-coupling range. Equation (14) gives $S=0.482$ and $\Delta E_c=3.0-0.482=2.518$ eV, or 0.043 eV above the sheet result. The arrangement of the charge thus matters at the level of some hundredths of an eV here. A real interface can depart further from (7) through fixed charges or a bond dipole. In the sheet model, the step of a bond dipole between the sheets adds to $P$ in (12) and is therefore reduced by the factor $S$. The effect of a fixed charge depends on its position and can vanish.
